# When ion shot noise reveals a wavelength below the patterning threshold

**Question.** A surface under a broad ion beam is held just below the threshold at which ripples or dots would grow. Every height mode decays, and the ions arrive at random. Why can the height spectrum nevertheless show a preferred wavelength, and when does it fail to?

## The mechanism: random kicks and unequal memory

Each ion removes some atoms and moves others, so it kicks many height modes at once. Between impacts each mode relaxes. A quickly relaxing mode retains only recent kicks; a slowly relaxing one adds up kicks over a longer time. Since the kicks have random phases, their squares add, and the slow mode acquires the larger variance.

This selects a finite wavelength if some finite-wavelength modes are damped more weakly than their neighbours on both sides, and if the noise does not vary enough to hide the difference. Being below a threshold is not sufficient by itself. The first step is to find the variance, the second to find a surface whose damping has such a dip.

## From single impacts to the spectrum

Let $h(\mathbf x,t)$ be the height relative to the receding mean plane, over a large area $A$. I use

$$h_{\mathbf q}=\int h\,e^{-i\mathbf q\cdot\mathbf x}d^2x,\qquad S(q)=\frac{\langle |h_{\mathbf q}|^2\rangle}{A},\qquad \langle h^2\rangle=\int\frac{d^2q}{(2\pi)^2}S(q).$$

The beam is at normal incidence, the surface is isotropic, and slopes are small enough for linear relaxation at a rate $\sigma(q)>0$. Ions arrive independently with flux $J$. If ion $i$ lands at $\mathbf x_i$ at time $t_i$ and gives the kick $g_i$, then, starting from a flat surface,

$$h_{\mathbf q}(t)=\sum_i g_i e^{-i\mathbf q\cdot\mathbf x_i}e^{-\sigma(t-t_i)}.$$

In $|h_{\mathbf q}|^2$, products from different ions average to zero for $q\neq0$, because the landing points are independent and uniform. The remaining terms arrive at the rate $JA$, so with $N=J\langle|g|^2\rangle$

$$S(q,t)=N\int_0^t e^{-2\sigma t'}dt'=\frac{N(q)}{2\sigma(q)}\left[1-e^{-2\sigma t}\right].$$

For $\sigma t\ll1$ this is $S=Nt$: the damping has left no mark. At long times $S=N/(2\sigma)$, the kick rate times the variance lifetime $1/(2\sigma)$. At fixed $N$ and $t$ the integral decreases as $\sigma$ increases, which is the causal statement in mathematical form.

The noise strength follows from the atoms. Let an ion remove a Poisson number of atoms, mean $Y$, and relocate an independent Poisson number, mean $m$. Each atom has volume $\Omega$. Starting points have Gaussian spread $w$ per axis around the impact, and hops have Gaussian spread $d$ per axis. Define $p=e^{-q^2w^2/2}$ and $E=e^{-q^2d^2/2}$.

In units of $\Omega$, a removed atom at $\mathbf r$ contributes $X=-e^{-i\mathbf q\cdot\mathbf r}$, with $\langle X\rangle=-p$ and $\langle|X|^2\rangle=1$. An atom hopping by $\mathbf d$ contributes $X=e^{-i\mathbf q\cdot\mathbf r}(e^{-i\mathbf q\cdot\mathbf d}-1)$, with $\langle X\rangle=-p(1-E)$ and $\langle|X|^2\rangle=2(1-E)$. For a Poisson number $n$ of mean $\bar n$, $\langle n(n-1)\rangle=\bar n^2$. Self-terms therefore give $\bar n\langle|X|^2\rangle$, and pairs give the square of the mean total:

$$N=J\Omega^2\left\{Y+2m(1-E)+p^2\left[Y+m(1-E)\right]^2\right\}.$$

## A surface whose damping has a dip

With ordinary smoothing, $\sigma=\nu q^2+Kq^4$ and $\nu,K>0$,

$$\frac{d\ln\sigma}{d\ln q}=\frac{2\nu+4Kq^2}{\nu+Kq^2}\geq2.$$

Unless the noise rises at least as fast as $q^2$, $S$ falls steadily with $q$. Weak damping then favours the longest waves, without a preferred length.

A two-component solid can behave differently. Let $\phi$ be the surface excess of the species that sputters faster:

$$\dot h_q=(sq^2-Kq^4)h_q-a\phi_q+\xi_q,\qquad \dot\phi_q=-(\gamma+Dq^2)\phi_q+bq^2h_q.$$

Here $\xi_q$ is the shot noise. The coefficient $s>0$ amplifies curvature, and $K$ smooths short waves. A positive $a$ means that the excess speeds erosion. At a crest $-\nabla^2h>0$, which in Fourier space is $q^2h_q>0$, so $b>0$ enriches crests in the fast-sputtering species. Crests then recede faster: this is a restoring effect. Erosion renews the altered layer at rate $\gamma$, and lateral mixing $D$ blurs the composition.

If composition relaxes much faster than height, set $\dot\phi_q=0$. Then $\phi_q=bq^2h_q/(\gamma+Dq^2)$, and substitution gives $\dot h_q=-\sigma h_q+\xi_q$ with

$$\sigma=q^2\left[-s+Kq^2+\frac{G}{1+\ell^2q^2}\right],\qquad G=\frac{ab}{\gamma},\quad \ell^2=\frac D\gamma.$$

Composition protects long waves; mixing weakens that protection at shorter ones, until $K$ takes over. To find the weakest point, put $u=1+\ell^2q^2$, so that $Kq^2=(K/\ell^2)(u-1)$, and define $u_*=\ell\sqrt{G/K}$. Since $G=(K/\ell^2)u_*^2$,

$$\frac K{\ell^2}u+\frac Gu=\frac K{\ell^2}\frac{u^2+u_*^2}{u}=\frac K{\ell^2}\frac{(u-u_*)^2}{u}+\frac{2Ku_*}{\ell^2}.$$

The last term equals $2\sqrt{GK}/\ell$. Hence

$$\sigma=q^2\left[\delta+\frac K{\ell^2}\frac{(u-u_*)^2}{u}\right],\quad \delta=s_c-s,\quad s_c=\frac{2\sqrt{GK}}\ell-\frac K{\ell^2}.$$

If $u_*>1$, damping first vanishes at finite $q_c=\sqrt{u_*-1}/\ell$ when $s$ reaches $s_c$. If $u_*\leq1$, the bracket is smallest at $q=0$ and this mechanism gives no finite-wavelength threshold.

The elimination of $\phi$ does not move the threshold. The determinant of the two-field rate matrix is $(\gamma+Dq^2)\sigma$, so it changes sign with $\sigma$, while the trace stays negative provided $sq^2-Kq^4<\gamma+Dq^2$. That holds in the example below, where the left side is at most $s^2/(4K)=0.0033\ \mathrm{s^{-1}}$ and $\gamma=0.028\ \mathrm{s^{-1}}$.

## Height, width and position of the peak

Near $q_c$, $u-u_*\simeq2\ell^2q_c(q-q_c)$. To leading order close to threshold,

$$\sigma\simeq q_c^2\left[\delta+\frac{4K\ell^2q_c^2}{u_*}(q-q_c)^2\right],$$

$$S_{\rm peak}\simeq\frac{N}{2q_c^2\delta},\qquad \kappa=\sqrt{\frac{u_*\delta}{4K\ell^2q_c^2}},$$

where $\kappa$ is the half-width at half height. The peak is a Lorentzian of area $\pi\kappa S_{\rm peak}$ in $q$. Since $d^2q/(2\pi)^2$ becomes $q\,dq/(2\pi)$, its contribution to the height variance is

$$\langle h^2\rangle_{\rm peak}\simeq\frac{q_c}{2\pi}\,\pi\kappa\,\frac{N}{2q_c^2\delta}=\frac{N\kappa}{4q_c\delta}=\frac{N}{8q_c^2}\sqrt{\frac{u_*}{K\ell^2\delta}}.$$

The spectral height grows as $1/\delta$, but the peak narrows as $\sqrt\delta$, so the variance grows as $1/\sqrt\delta$. This is linear theory: sufficiently close to threshold the growing slopes invalidate it. A quadrature of the full spectrum from $0.5q_c$ to $1.5q_c$, at $\delta=10^{-5}s_c$, gave 0.997 of this variance.

The peak need not lie at $q_c$. There the derivative of the bracket vanishes, but its prefactor gives $\sigma'(q_c)=2q_c\delta>0$, so the least-damped mode is at slightly smaller $q$. The maximum of $S$ satisfies $N'/N=\sigma'/\sigma$; noise that rises with $q$ shifts it back towards shorter wavelength.

## Why the peak is local

A uniform shift of height costs nothing, and here $\sigma\simeq(G-s)q^2$ as $q\to0$. Removal noise stays finite in that limit:

$$S\simeq\frac{J\Omega^2(Y+Y^2)}{2(G-s)q^2}.$$

On a large enough surface, long waves therefore have more variance per mode than the finite-wavelength peak. The preferred wavelength is a local maximum of $S$, separated from this rise by a valley.

Noise that conserves volume changes this. With $Y=0$ and small $q$, $N\simeq J\Omega^2md^2q^2$. The factor $q^2$ cancels that in $\sigma$, leaving

$$S\simeq\frac{J\Omega^2md^2}{2[\delta+(K/\ell^2)(u-u_*)^2/u]},$$

whose largest value is at $q_c$. With the example's other coefficients held fixed, a scan from $q=0.005$ to $0.6\ \mathrm{nm^{-1}}$ confirmed a largest value within 2% of $q_c$. Thus the shape of the noise, as well as the damping, decides whether the peak is local or global. The comparison is a formal one: a surface with $Y=0$ does not erode, and in this model erosion is what supplies $a$ and $\gamma$.

## A worked surface

Take $J=10^{15}\ \mathrm{cm^{-2}s^{-1}}=10\ \mathrm{nm^{-2}s^{-1}}$, $\Omega=0.028\ \mathrm{nm^3}$, $Y=0.2$, $m=20$, $w=1$ nm and $d=0.3$ nm. The relaxation coefficients are $s=0.255$ and $G=0.5\ \mathrm{nm^2/s}$, $K=5\ \mathrm{nm^4/s}$, and $\ell=10$ nm. Then

$$u_*=10\sqrt{0.5/5}=3.162,\qquad q_c=\frac{\sqrt{2.162}}{10}=0.1470\ \mathrm{nm^{-1}},$$

$$s_c=\frac{2\sqrt{2.5}}{10}-\frac5{100}=0.2662\ \mathrm{nm^2/s}.$$

The critical wavelength is 42.7 nm. The gap is $\delta=0.0112\ \mathrm{nm^2/s}$, or 4.2% of $s_c$. The full spectrum peaks at $q=0.1421\ \mathrm{nm^{-1}}$, a wavelength of **44.2 nm**; the locally least-damped wavelength is 44.5 nm.

At the peak, $m(1-E)=0.0182$ and $p^2=0.980$, so

$$N=10(0.028)^2\left[0.2+0.0363+0.980(0.2182)^2\right]=2.22\times10^{-3}\ \mathrm{nm^4/s}.$$

With $\sigma=2.34\times10^{-4}\ \mathrm{s^{-1}}$,

$$S_{\rm peak}=\frac{2.22\times10^{-3}}{2(2.34\times10^{-4})}\simeq4.75\ \mathrm{nm^4}.$$

The near-threshold estimate is 4.62 nm⁴. The valley, at 83 nm, has $S=1.89\ \mathrm{nm^4}$. The stationary peak-to-valley ratio, 2.52, is the product of a noise ratio of 1.12 and an inverse damping ratio of 2.25. Most of the contrast thus comes from memory. Waves longer than about 200 nm exceed the peak.

Time makes the same point. At these two fixed wavelengths the ratio is 1.14 after 60 s, near the bare noise ratio, then 1.32 after 600 s and 2.10 after 3600 s. The variance lifetime at the peak is 2140 s, corresponding to a fluence of $2.1\times10^{18}\ \mathrm{cm^{-2}}$ and 120 nm of erosion.

Integrating from the valley wavenumber to $2q_c$ gives an rms height of **0.090 nm**; the near-threshold law gives 0.099 nm. Such roughness is less than an atomic layer, so the pattern is faint. It is also disordered, for a separate reason: the peak is broad. The near-threshold width $\kappa=0.029\ \mathrm{nm^{-1}}$ gives a correlation length $1/\kappa\simeq35$ nm; the full spectrum is somewhat broader and asymmetric, with a mean half-width of $0.033\ \mathrm{nm^{-1}}$, or about 30 nm. Either is shorter than one wavelength. The preferred wavelength is therefore a statistical feature of an averaged spectrum, not the period of a well-ordered array.

The impact formula was tested by summing individual random ions at the peak after $0.3/\sigma$ and $2.5/\sigma$, and at the valley and $q=0.6\ \mathrm{nm^{-1}}$ after $2.5/\sigma$. The largest deviation was 2.9%, with a sampling error of about 1.5% in each test.

## How far below threshold can it be seen?

With shot noise alone, and with $G$, $K$, $\ell$ and the noise parameters fixed, lowering $s$ makes the peak disappear at $s=0.216\ \mathrm{nm^2/s}$, 19% below threshold. A stable surface farther away has damped modes and shot noise, but no spectral maximum. Replacing the composition-assisted damping by ordinary smoothing, with $\nu=0.25\ \mathrm{nm^2/s}$ and the same $K$, also gave no maximum between $q=0.005$ and $0.6\ \mathrm{nm^{-1}}$.

The peak outlives the dip in damping slightly. At small $q$,

$$\frac{1}{J\Omega^2}\frac{dN}{d(q^2)}\simeq md^2(1+Y)-w^2Y^2=2.12\ \mathrm{nm^2}>0.$$

When the minimum and maximum of $\sigma$ merge, $\sigma'=0$ there but $N'>0$, so $S$ still rises at that point. It must fall again at large $q$, where $\sigma\sim Kq^4$ and $N$ is bounded. A maximum therefore remains. A dip is the clear cause near threshold; at the edge of visibility, a shoulder in the damping and rising noise can suffice together.

## What the model leaves out

Composition has a finite response time. Let $\Gamma=\gamma+Dq^2$, $\alpha=sq^2-Kq^4$ and $\beta=bq^2$. The stationary covariances per area, with height noise alone, obey

$$2\alpha C_{hh}-2aC_{h\phi}+N=0,\qquad \Gamma C_{\phi\phi}=\beta C_{h\phi},$$

$$(\alpha-\Gamma)C_{h\phi}-aC_{\phi\phi}+\beta C_{hh}=0.$$

Put $\chi=a\beta/\Gamma^2$, so $\alpha=\chi\Gamma-\sigma$. Eliminating $C_{\phi\phi}$ gives $C_{h\phi}=\beta C_{hh}/(\Gamma+\sigma)$. The first equation then yields

$$C_{hh}=\frac{N}{2\sigma}\,\frac{1+\sigma/\Gamma}{1-\chi+\sigma/\Gamma}.$$

For an altered layer $\Delta=2$ nm thick, erosion at $v=JY\Omega=0.056$ nm/s gives $\gamma=v/\Delta=0.028\ \mathrm{s^{-1}}$. With $a=0.0112$ nm/s and $b=1.25$ nm/s, the lag raises the peak by 4.1%. Giving every removed or relocated atom an independent composition kick of size $\Omega/(2\Delta)$ raises it by a further 7.8%. This overestimates the composition noise if the hops stay within the layer: they then conserve composition, and the mean square kick of each hop is reduced by the factor $2(1-E)$, which is small at the peak. At its full assumed strength this noise lowers the visibility of the peak: with it and the lag, the peak is lost about 15% below threshold instead of 19%.

Thermal noise may matter more. For surface energy $\epsilon_s$, equilibrium requires $S=k_BT/(\epsilon_sq^2)$. If all the $Kq^4$ smoothing were thermal, its noise strength would be $2Kq^4S=2Kq^2k_BT/\epsilon_s$. At 300 K and $1\ \mathrm{J/m^2}$ this is 38% of the shot noise at the peak, and it moves the peak to 43.8 nm. It also lets a peak survive to about 25% below threshold, instead of 19%. The noise scales as $1/\epsilon_s$: at $0.5\ \mathrm{J/m^2}$ it would be 75% of the shot noise and the peak would survive to about 31% below threshold. For a given surface energy, this noise strength is an upper estimate within this model, since smoothing driven by ions need not carry equilibrium thermal noise.

Finally, let the yield rise with local angle as $1/\cos^2\theta$. Since $1/\cos^2\theta=1+|\nabla h|^2$, the leading nonlinear term is $-v|\nabla h|^2$. In a simulation of a square eight critical wavelengths wide, run for 60,000 s with the first 10,000 s discarded, this term changed the power in a band around the peak by 0.9%, compared with a linear run under the same noise. The scatter between such runs is about half a percent, and second-order perturbation theory gives an increase of about 1% at the peak; the correction grows quickly as the gap closes, to roughly 30% at a gap of 1% of $s_c$. A small correction to the noise-driven spectrum does not mean the flat state is the only one. The quadratic term couples three waves at 120°, so a pattern of finite amplitude can sustain itself below the linear threshold. In a single hexagonal cell at $q_c$ without noise, a pattern of pits started at finite amplitude persists with an rms height of about 1.5 nm at the example's gap of 4.2%, and dies out at 5%. Its stability on a larger surface is not examined here. The results above describe a surface that starts, and stays, nearly flat.

## Beside a real process

The flux, low yield and thin altered layer are rough values for argon ions of about 100 eV on a III–V compound such as GaSb. The coefficients $s,K,G,\ell$ are assumed, so 44 nm is not a prediction for that material. Three of the assumptions are strong. The hops that set the noise would by themselves mix the layer with only $D=Jmd^2\Omega/(2\Delta)=0.13\ \mathrm{nm^2/s}$. Then $\ell=2.1$ nm and, with the same $G$ and $K$, $u_*=0.67$: no finite-wavelength threshold. The example therefore needs much faster lateral mixing from another source, such as diffusion within the altered layer. It also needs a strong response of composition to curvature: the length $b/\gamma=45$ nm far exceeds the layer thickness. Finally, the curvature drive is large: $s/v=4.6$ nm. In Sigmund's Gaussian picture, ions that deposit their energy at a mean depth of 1 nm, with equal spread in all directions, give only about 0.5 nm by sputtering. Whether a given material meets these conditions must be established separately. At several hundred eV the yield is typically larger, which strengthens both the removal noise and the slope nonlinearity; the small nonlinear correction found here should not be carried over.

A real beam and surface also drift. Near threshold $S_{\rm peak}\propto1/\delta$, so with the other coefficients fixed, a change in $s$ of only 1% of $s_c$ moves the gap from 4.2% to 3.2% or 5.2%. The stationary peak then becomes about 30% higher or 19% lower. A spectral peak alone therefore does not establish that the surface has crossed threshold. In the linear model its time dependence does: below threshold the power at the peak saturates, while above it the unstable modes keep growing. This test holds only while amplitudes stay small: nonlinear terms also saturate growth above threshold, and within a few percent below it a finite-amplitude pattern may persist once formed. The total height variance is a poorer guide, since on a very large surface the long waves make it grow logarithmically even below threshold. The remaining values are in the numerical output.

## Numbers as computed

```
ion flux J = 1.00e+15 cm^-2 s^-1
atomic volume = 0.028 nm^3; yield Y = 0.20
relocated atoms per ion m = 20
start spread w = 1.00 nm; hop spread d = 0.30 nm
drive s = 0.2550 nm^2/s; G = 0.500 nm^2/s
K = 5.00 nm^4/s; mixing length ell = 10.0 nm
altered layer = 2.0 nm; erosion rate = 0.0560 nm/s
gamma = 0.0280 s^-1; D = 2.800 nm^2/s
a = 0.01120 nm/s; b = 1.2500 nm/s
u* = 3.1623; threshold s_c = 0.26623 nm^2/s
gap delta = 0.01123 nm^2/s = 4.22 % of s_c
critical q_c = 0.14705 nm^-1; wavelength = 42.73 nm
least-damped wavelength (local) = 44.53 nm
spectral peak: q = 0.14209 nm^-1; wavelength = 44.22 nm
spectral valley wavelength = 83.02 nm
noise N at peak = 2.2185e-03 nm^4/s
noise N at valley = 1.9769e-03 nm^4/s
damping at peak = 2.3355e-04 s^-1
damping at valley = 5.2436e-04 s^-1
S at peak = 4.749 nm^4; at valley = 1.885 nm^4
near-threshold estimate of peak S = 4.618 nm^4
peak/valley ratio after 60 s = 1.142
peak/valley ratio after 600 s = 1.319
peak/valley ratio after 3600 s = 2.099
peak/valley ratio, stationary = 2.520
variance lifetime at peak = 2141 s
fluence in one lifetime = 2.141e+18 cm^-2
depth eroded in one lifetime = 119.9 nm
rms height, valley q to 2 q_c = 0.0904 nm
rms height, near-threshold law = 0.0986 nm
quadrature/law variance at delta = 1e-5 s_c: 0.9969
long waves exceed peak S beyond wavelength 201.5 nm
peak disappears below s = 0.2163 nm^2/s
that is 18.74 % below threshold
largest ion-by-ion test deviation = 2.91 %
composition lag multiplies peak S by 1.0411
composition noise multiplies peak S by 1.0781
thermal/shot noise, upper estimate at 300 K = 0.377
surface energy used for it = 1.0 J/m^2
peak wavelength with that thermal noise = 43.77 nm
yield slope exponent used = 2.0
slope term multiplies ring power by 1.009 (simulation)
ring/valley power with slope term = 2.15 (simulation)
```
